# The Gray Phonon Mean Free Path of Silicon: a numerical check

```python
# Result under test: the gray phonon mean free path is L = 3 k / (C v),
# where k = thermal conductivity, C = heat capacity per volume, v = speed.
# Independent roads: (a) quadrature of the heat flux carried by phonons that
# arrive from their last collision, (b) simulation of random flights.
# A two-group model with equal speeds tests the meaning of the gray average.
import numpy as np
from scipy.constants import physical_constants

conductivity = 148.0        # W/(m K)
heat_capacity = 1.66e6      # J/(m^3 K)
speed = 6400.0              # m/s
nm = 1e-9
bohr = physical_constants["Bohr radius"][0]

free_path = 3 * conductivity / (heat_capacity * speed)
collision_time = free_path / speed
diffusivity = conductivity / heat_capacity

# Quadrature nodes: direction cosine, and flight length in units of the path
cosines, cosine_weights = np.polynomial.legendre.leggauss(60)
nodes, node_weights = np.polynomial.legendre.leggauss(300)
flights = 20 * (nodes + 1)
flight_weights = 20 * node_weights * np.exp(-flights)


def heat_flux(temperature, path, capacity):
    """Flux at x = 0 from phonons emitted at x = -cosine * flight length."""
    origin = -path * np.outer(cosines, flights)
    arriving = temperature(origin) @ flight_weights
    return 0.5 * capacity * speed * np.sum(cosine_weights * cosines * arriving)


gradient = 1e6              # K/m, equal to 1 K per micrometre


def linear_profile(x):
    return 300.0 + gradient * x


flux = heat_flux(linear_profile, free_path, heat_capacity)
conductivity_from_flux = -flux / gradient
assert abs(conductivity_from_flux / conductivity - 1) < 1e-8


def sinusoidal_ratio(period):
    """Apparent over bulk conductivity at the steepest point of a sine."""
    wave_number = 2 * np.pi / period

    def profile(x):
        return 300.0 + np.sin(wave_number * x)

    local_flux = heat_flux(profile, free_path, heat_capacity)
    return -local_flux / wave_number / conductivity


periods = [1000 * nm, 100 * nm]
ratios = [sinusoidal_ratio(period) for period in periods]
for period, ratio in zip(periods, ratios):
    K = 2 * np.pi * free_path / period
    predicted = 3 * (1 - np.arctan(K) / K) / K**2
    assert abs(ratio - predicted) < 1e-7

# Two groups: same speed, same total heat capacity, same bulk conductivity
shares = np.array([0.8, 0.2])
short_path = 10 * nm
long_path = (free_path - shares[0] * short_path) / shares[1]
paths = np.array([short_path, long_path])
group_conductivity = np.array([
    -heat_flux(linear_profile, path, share * heat_capacity) / gradient
    for path, share in zip(paths, shares)])
assert abs(group_conductivity.sum() / conductivity - 1) < 1e-8
long_heat_share = group_conductivity[1] / group_conductivity.sum()

rng = np.random.default_rng(12345)


def simulated_diffusivity(group_paths, capacity_shares):
    """Random flights; groups are entered at rates proportional to C_i/L_i."""
    walkers, steps = 100000, 100
    entry = capacity_shares / group_paths
    entry = entry / entry.sum()
    position = np.zeros((3, walkers))
    elapsed = np.zeros(walkers)
    for _ in range(steps):
        if len(group_paths) == 1:
            mean_length = group_paths[0]
        else:
            is_long = rng.random(walkers) < entry[1]
            mean_length = np.where(is_long, group_paths[1], group_paths[0])
        length = mean_length * rng.exponential(size=walkers)
        cosine = rng.uniform(-1, 1, walkers)
        angle = rng.uniform(0, 2 * np.pi, walkers)
        sine = np.sqrt(1 - cosine**2)
        position[0] += length * cosine
        position[1] += length * sine * np.cos(angle)
        position[2] += length * sine * np.sin(angle)
        elapsed += length / speed
    return np.mean(np.sum(position**2, axis=0)) / (6 * np.mean(elapsed))


gray_simulated = simulated_diffusivity(np.array([free_path]), np.array([1.0]))
group_simulated = simulated_diffusivity(paths, shares)
# Sampling errors are about 0.3 % (gray) and 0.6 % (two groups)
assert abs(gray_simulated / diffusivity - 1) < 0.015
assert abs(group_simulated / diffusivity - 1) < 0.03
# The rounded value claimed for the gray path
assert round(free_path / nm) == 42

print(f"conductivity k: {conductivity:.0f} W/(m K)")
print(f"heat capacity C: {heat_capacity:.3e} J/(m^3 K)")
print(f"speed v: {speed:.0f} m/s")
print(f"3 k: {3 * conductivity:.0f} W/(m K)")
print(f"C v: {heat_capacity * speed:.4e} W/(m^2 K)")
print(f"gray free path: {free_path / nm:.2f} nm")
print(f"gray free path: {free_path / bohr:.0f} bohr")
print(f"collision time: {collision_time * 1e12:.2f} ps")
print(f"diffusivity k/C: {diffusivity:.3e} m^2/s")
print(f"diffusivity, gray random flights: {gray_simulated:.3e} m^2/s")
print(f"temperature gradient: {gradient:.1e} K/m")
print(f"heat flux by quadrature: {flux:.3e} W/m^2")
print(f"k from flux quadrature: {conductivity_from_flux:.3f} W/(m K)")
print(f"temperature change per path: {gradient * free_path:.4f} K")
for period, ratio in zip(periods, ratios):
    print(f"sine period: {period / nm:.0f} nm")
    print(f"  K = 2 pi path/period: {2 * np.pi * free_path / period:.4f}")
    print(f"  apparent k / bulk k: {ratio:.4f}")
print(f"short group, heat-capacity share: {shares[0]:.2f}")
print(f"short group, free path: {short_path / nm:.1f} nm")
print(f"short group, conductivity: {group_conductivity[0]:.2f} W/(m K)")
print(f"long group, heat-capacity share: {shares[1]:.2f}")
print(f"long group, free path: {long_path / nm:.1f} nm")
print(f"long group, conductivity: {group_conductivity[1]:.2f} W/(m K)")
print(f"long group, share of heat carried: {long_heat_share:.3f}")
print(f"diffusivity, two-group flights: {group_simulated:.3e} m^2/s")
print("OK")
```

Output:

```
conductivity k: 148 W/(m K)
heat capacity C: 1.660e+06 J/(m^3 K)
speed v: 6400 m/s
3 k: 444 W/(m K)
C v: 1.0624e+10 W/(m^2 K)
gray free path: 41.79 nm
gray free path: 790 bohr
collision time: 6.53 ps
diffusivity k/C: 8.916e-05 m^2/s
diffusivity, gray random flights: 8.907e-05 m^2/s
temperature gradient: 1.0e+06 K/m
heat flux by quadrature: -1.480e+08 W/m^2
k from flux quadrature: 148.000 W/(m K)
temperature change per path: 0.0418 K
sine period: 1000 nm
  K = 2 pi path/period: 0.2626
  apparent k / bulk k: 0.9606
sine period: 100 nm
  K = 2 pi path/period: 2.6259
  apparent k / bulk k: 0.2351
short group, heat-capacity share: 0.80
short group, free path: 10.0 nm
short group, conductivity: 28.33 W/(m K)
long group, heat-capacity share: 0.20
long group, free path: 169.0 nm
long group, conductivity: 119.67 W/(m K)
long group, share of heat carried: 0.809
diffusivity, two-group flights: 8.926e-05 m^2/s
OK
```
